# Oscillating adatom interaction carried by a partly filled surface-state band, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the pair determinant at complex energy

### The result and its conditions

Two identical adatoms a distance \(d\) apart on a surface with a partly filled, two-dimensional surface-state band have, at zero temperature and large \(k_Fd\), the interaction energy

\[
E(d)=-\frac{4\varepsilon_F}{\pi^2}\,|t_F|^2\,
\frac{\sin(2k_Fd+2\arg t_F)}{(k_Fd)^2}+O(d^{-3}). \tag{1}
\]

The band is isotropic and parabolic, \(\varepsilon=k^2/2m\), with its bottom at zero energy. It holds two spin directions and is filled to \(\varepsilon_F=k_F^2/2m>0\). Atomic units are used in the algebra, so \(\hbar=1\) and \(m\) is the effective mass in electron masses. The number \(t_F\) is the value at \(\varepsilon_F\) of

\[
t=\frac{S-1}{2i},
\]

where \(S\) is the factor by which one adatom multiplies the outgoing circular wave. If no electron is lost to bulk states, \(S=e^{2i\delta}\) and \(t=e^{i\delta}\sin\delta\), with \(\delta\) the s-wave phase shift.

The law holds under conditions. The electrons are independent, and each adatom acts as a short-range scatterer that the other adatom does not alter. The amplitude \(t_F\) must not vanish, or the leading term is absent. The amplitude must also vary slowly with energy near \(\varepsilon_F\); a narrow adatom level there delays the law to larger distances, as explained below. The Fermi edge must be sharp: at temperature \(T\) the inverse-square decay ends at a finite distance, found below. Electrostatic and elastic forces, and electrons that travel between the adatoms through the bulk, are left out.

The energy \(E\) is that of the surface with both adatoms, minus that of each surface with one adatom, plus that of the clean surface. The chemical potential \(\mu\) is held fixed, because the surface band exchanges electrons with the bulk. At zero temperature \(\mu=\varepsilon_F\), and the energy in question is the grand potential.

### From the density of states to a determinant

For independent electrons at zero temperature the grand potential is the sum of \(\varepsilon-\mu\) over occupied states. Let \(N(\varepsilon)\) be the number of states below \(\varepsilon\). One integration by parts gives

\[
\Omega=\int_{-\infty}^{\mu}(\varepsilon-\mu)\frac{dN}{d\varepsilon}\,d\varepsilon
=-\int_{-\infty}^{\mu}N(\varepsilon)\,d\varepsilon ,
\]

since \(\varepsilon-\mu\) vanishes at the upper limit and \(N\) at the lower one. The propagator is \(\mathcal G(z)=(z-H)^{-1}\), and

\[
\mathrm{Tr}\,\mathcal G(z)=\frac{d}{dz}\ln\det(z-H).
\]

The density of states is \(-(2/\pi)\,\mathrm{Im}\,\mathrm{Tr}\,\mathcal G(\varepsilon+i0)\), the 2 being for spin. Up to a constant that cancels in the combination defining \(E\), a difference of two systems therefore has

\[
\Delta N(\varepsilon)=-\frac{2}{\pi}\,\mathrm{Im}\,\Delta\ln\det(\varepsilon+i0-H).
\]

Let each adatom act on one site of the surface with a potential \(U(z)\). The dependence on energy allows the adatom to have a level of its own. If a level \(\varepsilon_a\) couples to the site with strength \(V_a\), and to further private states through a self-energy \(\Sigma(z)\), eliminating these states gives \(U=V_a^2/(z-\varepsilon_a-\Sigma)\). The elimination also produces a factor in the determinant for each adatom, and this factor cancels in the combination that defines \(E\).

Write \(g(z)\) for the clean propagator from a site to itself and \(G(d,z)\) for that between the two sites. Dividing by the clean determinant leaves a two-by-two matrix:

\[
\det\begin{pmatrix}1-Ug&-UG\\-UG&1-Ug\end{pmatrix}
=(1-Ug)^2-U^2G^2 .
\]

Each single adatom gives \(1-Ug\). The ratio that enters \(E\) is therefore

\[
D=1-T^2G^2,\qquad T=\frac{U}{1-Ug},\qquad \frac1T=\frac1U-g. \tag{2}
\]

The quantity \(T\) sums repeated scattering at one adatom, and \(T^2G^2\) is one round trip between the two. Inserting \(\Delta N=-(2/\pi)\,\mathrm{Im}\ln D\) gives

\[
E=\frac2\pi\,\mathrm{Im}\int_{-\infty}^{\mu}\ln D(\varepsilon+i0)\,d\varepsilon. \tag{3}
\]

Equation (3) can be tested on a finite system by summing eigenvalues. Take an 11 by 11 periodic square lattice with hopping of magnitude 1, one spin direction, \(\mu=-2.3\), and adatoms three sites apart along an axis. Each adatom has a level at \(-1.7\), coupled with strength 1.1 to its site and with strength 0.8 to the end of a private chain of three levels at \(-2.0\), whose own hopping is 0.8. Diagonalization gives an interaction of \(-0.00015674\) in units of the hopping. The determinant formula, integrated along the vertical path derived in the next section, gives the same digits.

### Turning the path of integration

The function \(\ln D(z)\) has no singularity in the upper half plane. A zero or a pole of \(D\) there would be a complex eigenvalue of a Hermitian Hamiltonian. At large \(|z|\), in the quarter plane to the left of \(\mu\), the propagator between the adatoms falls exponentially for the continuum band used below, and as a power faster than \(1/|z|\) on a lattice. In both cases a distant arc contributes nothing. The path from \(-\infty\) to \(\mu\) may then be replaced by the vertical line from \(\mu+i\infty\) down to \(\mu\). With \(z=\mu+iy\),

\[
\int_{-\infty}^{\mu}\ln D\,d\varepsilon=-i\int_0^\infty\ln D(\mu+iy)\,dy .
\]

The imaginary part of \(-i\) times a number is minus its real part, and the real part of a logarithm is the logarithm of the modulus. Hence

\[
E=-\frac2\pi\int_0^\infty\ln|D(\mu+iy)|\,dy. \tag{4}
\]

This form contains all bound levels below \(\mu\), and it never passes the band bottom. The bottom therefore adds no power law of its own when \(\mu\) lies well inside the band.

### The propagator and the scatterer

Away from the origin \(G\) obeys \((\nabla^2+k^2)G=0\), with \(k=\sqrt{2mz}\) and \(\mathrm{Im}\,k>0\). The solution that decays in the upper half plane is \(c\,H_0(kr)\), with \(H_0\) the outgoing Hankel function \(H_0^{(1)}\). The constant follows from the source. The equation \((z+\nabla^2/2m)G=\delta(\mathbf r)\) requires \(2\pi r\,\partial_rG\to2m\) as \(r\to0\). Since \(H_0(kr)\to(2i/\pi)\ln r\) plus a constant, \(4ic=2m\), and

\[
G(r,z)=-\frac{im}{2}H_0(kr). \tag{5}
\]

The s-wave part of an incident plane wave is \(J_0(kr)\). Outside the adatom the wave is

\[
J_0(kr)+G(r)T=\tfrac12H_0^{(2)}(kr)+\tfrac12(1-imT)H_0^{(1)}(kr).
\]

The ratio of outgoing to incoming parts is \(S=1-imT\). With \(S=1+2it\) this gives

\[
T=-\frac2m\,t,\qquad TG=i\,t\,H_0(kd),\qquad D=1+t^2H_0(kd)^2. \tag{6}
\]

The result (1) needs no further detail of the adatom. A numerical example needs a definite \(t\), and a scatterer of zero range supplies one. At small \(r\), equation (5) becomes

\[
G(r)\simeq\frac m\pi\left(\ln\frac{kr}{2}+\gamma\right)-\frac{im}{2},
\]

with \(\gamma\) Euler's constant. Cut \(r\) off at the small range of the potential and use \(1/T=1/U-g\) with a constant \(U\). All real constants combine into one energy \(E_b\):

\[
\frac1T=-\frac m2\left[\frac1\pi\ln\frac{\varepsilon}{E_b}-i\right].
\]

Because \(1/t=\cot\delta-i\) for a lossless scatterer, \(\cot\delta=\pi^{-1}\ln(\varepsilon/E_b)\). Continued below the band, \(1/T\) vanishes at \(\varepsilon=-E_b\), so \(E_b\) is the binding energy of a single adatom's level. A disc-shaped well of radius \(0.01/k_F\) with the same bound level gives \(\cot\delta=0.2208\) at \(\varepsilon=2E_b\); the zero-range formula gives 0.2206.

If the adatom site also touches bulk states, \(g\) gains a bulk part. Let \(\beta\) be the ratio of bulk to surface-band local density of states at the site, taken as constant in energy, and absorb the real part into \(E_b\). Then

\[
\frac1t=\frac1\pi\ln\frac{\varepsilon}{E_b}-i(1+\beta). \tag{7}
\]

For \(\beta>0\), \(|S|<1\): part of the wave leaves the surface band. The level below the band is then broadened by the bulk states, and \(E_b\) is no longer a binding energy but a parameter that, together with \(\beta\), fixes \(t\) at each energy.

### The expansion at the Fermi edge

At large \(|kd|\),

\[
H_0(kd)^2\simeq\frac{2}{\pi kd}\,e^{2ikd-i\pi/2}=-\frac{2i}{\pi kd}\,e^{2ikd}. \tag{8}
\]

Write \(D=1+w\) with \(w=t^2H_0^2\). Since \(w\) is of order \(1/d\), \(\ln|D|\simeq\mathrm{Re}\,w\). Near the edge \(k\simeq k_F+iy/v_F\), with \(v_F=k_F/m\), so the exponential supplies a factor \(e^{-2yd/v_F}\). Values of \(y\) up to about \(v_F/2d\) matter. If \(t\) varies only on the scale of \(\varepsilon_F\), then over that small range \(t\) and the prefactor \(1/k\) keep their values at the edge, up to relative corrections of order \(1/(k_Fd)\). If an adatom level makes \(t\) change over a smaller energy \(\Gamma\), the correction is of order \(v_F/(\Gamma d)\), and the law needs \(d\gg v_F/\Gamma\). For a smooth \(t\),

\[
E\simeq-\frac2\pi\,\mathrm{Re}\left[-\frac{2i\,t_F^2}{\pi k_Fd}\,e^{2ik_Fd}\right]
\int_0^\infty e^{-2yd/v_F}\,dy .
\]

The integral is \(v_F/2d\). With \(\theta=2k_Fd+2\arg t_F\), the real part of \(-i|t_F|^2e^{i\theta}\) is \(|t_F|^2\sin\theta\), so

\[
E\simeq-\frac{2v_F}{\pi^2k_Fd^2}\,|t_F|^2\sin\theta .
\]

Because \(v_F=2\varepsilon_F/k_F\), this is equation (1).

The two powers of \(1/d\) have different origins. One comes from the spreading of circular waves: each leg of the round trip loses a factor \(d^{-1/2}\) in amplitude. The other comes from the sum over occupied energies, where the phase \(2kd\) varies so fast that contributions cancel except within an energy of order \(v_F/d\) of the edge. The wave number is \(2k_F\) because the electron covers the distance twice.

For such a smooth \(t\), the neglected terms, including \(w^2\) in the logarithm, are smaller by \(1/(k_Fd)\). This was tested with the full integral (4) for \(\varepsilon_F=0.40\) eV, \(E_b=0.20\) eV and \(\beta=1\). Over one period starting at \(k_Fd=60\), the largest deviation from (1) is 0.0072 of the envelope, which is (1) without its sine. Over one period starting at \(k_Fd=120\) it is 0.0036. The error halves when the distance doubles, as the expansion requires.

### An empty band

A band with no electrons in it gives no such law. Take \(\beta=0\) and place \(\mu\) in the gap below the band, above the bound levels of the pair. Only those levels are then filled. With \(q=\sqrt{2mE_b}\) and a level at \(-\kappa^2/2m\), the condition \(1/T=\pm G\) reads

\[
\ln(\kappa/q)=\pm K_0(\kappa d),
\]

the upper sign being the bonding level. The antibonding level exists only for \(qd>2e^{-\gamma}\approx1.12\), and the expansion below needs \(qd\) of a few or more. Put \(\kappa=qe^{s}\) and expand to second order in \(K_0=K_0(qd)\), using \(K_0'=-K_1\):

\[
s_\pm\simeq\pm K_0-qd\,K_0K_1 .
\]

The level energies are \(-E_be^{2s}\simeq-E_b(1+2s+2s^2)\). The first-order shifts of the two levels cancel. With two electrons in each level,

\[
E\simeq8E_bK_0\,(qd\,K_1-K_0),
\]

which falls as \(e^{-2qd}\), apart from powers of \(d\), and is repulsive at large \(qd\). For \(E_b=0.20\) eV, \(\mu=-0.05\) eV, \(d=30\) angstrom and the mass of the example below, the two levels, solved without expansion, give 0.00035 eV. The contour formula (4) agrees. With the band filled to 0.40 eV and the same adatoms, the interaction is \(-0.00317\) eV, from (4) and also from the real-axis integral with the bound levels added by hand.

## Second derivation: the echo of one adatom at the other

### Symbols and results carried over

The surface band has mass \(m\), Fermi energy \(\varepsilon_F\), Fermi wave number \(k_F\) and velocity \(v_F=k_F/m\). The adatoms are a distance \(d\) apart. The propagator along the surface is \(G=-(im/2)H_0(kd)\), and one adatom scatters with \(T=-(2/m)t\). For a zero-range scatterer \(1/t=\pi^{-1}\ln(\varepsilon/E_b)-i(1+\beta)\), where \(\beta\) measures leakage to the bulk. At large distance \(H_0^2\simeq-2ie^{2ikd}/(\pi kd)\). The result to be found again is

\[
E(d)\simeq-\frac{4\varepsilon_F}{\pi^2}\,|t_F|^2\,
\frac{\sin(2k_Fd+2\arg t_F)}{(k_Fd)^2}.
\]

The new route does not count levels with a determinant, and it does not turn the path of energy integration. It asks what the second adatom feels when it is placed in the electron density disturbed by the first, and it follows that disturbance in time.

The pair determinant, integrated at complex energy, has given the interaction law (1) and the formula (4), which does not require a large distance. It remains to find the law again from the response of one adatom to the density disturbed by the other, and to treat temperature and a worked example.

All numerical values are calculated from the stated model.
